# The leading Makov–Payne correction for a localized charge in a dielectric

**Q.** You compute a charged point defect in a wide-gap insulator with a periodic cell. An infinite lattice of charges has infinite energy, so what can be corrected?

**A.** The infinity sits in one Fourier component. I use Gaussian formulas; for numbers, $e^2$ stands for $e^2/4\pi\epsilon_0=14.39965$ eV Å. Let $\rho(\mathbf r)$ be the localized charge density in one cubic cell of side $L$ and volume $\Omega=L^3$, with total charge $q$ and $\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. In vacuum the Coulomb energy per cell is

$$U=\frac{2\pi}{\Omega}\sum_{\mathbf G}\frac{|\rho(\mathbf G)|^2}{G^2}.$$

The term $\mathbf G=0$ has numerator $q^2$ and diverges. A uniform background of density $-q/\Omega$ changes $\rho(0)$ from $q$ to zero and no other component. Omitting the term therefore means adding this background and setting the cell average of the potential to zero. The energy is then finite, but it belongs to a neutralized array. We want that of one charge in an infinite medium.

**Q.** The medium also polarizes, and polarization costs energy. Since both the field and the charge are screened, why not divide by $\varepsilon^2$?

**A.** Because the cost must be counted too. Let $\mathbf P$ be the polarization of a linear, isotropic, uniform medium with susceptibility $\chi$. Its bound charge is $\rho_b=-\nabla\cdot\mathbf P$. The energy is

$$F[\mathbf P]=\frac12\int(\rho+\rho_b)\phi\,d^3r+\int\frac{P^2}{2\chi}\,d^3r,$$

where $\phi$ is the potential of $\rho+\rho_b$. The Coulomb part is quadratic in the charge, so its variation is $\int\phi\,\delta\rho_b=\int\nabla\phi\cdot\delta\mathbf P$ after integration by parts. Surface terms vanish for periodic fields, and for an isolated charge because $\phi P r^2\sim1/r$. Thus

$$\delta F=\int\left(\nabla\phi+\frac{\mathbf P}{\chi}\right)\cdot\delta\mathbf P\,d^3r=0
\quad\Rightarrow\quad \mathbf P=-\chi\nabla\phi .$$

Poisson's equation becomes $-\nabla^2\phi=4\pi\rho+4\pi\chi\nabla^2\phi$, or

$$-\varepsilon\nabla^2\phi=4\pi\rho,\qquad \varepsilon=1+4\pi\chi .$$

At the minimum, $\int\rho_b\phi=\int\mathbf P\cdot\nabla\phi=-\int P^2/\chi$. Half of this is cancelled by the polarization cost, leaving

$$U=\frac12\int\rho\,\phi\,d^3r .$$

The potential carries one factor $1/\varepsilon$, while $\rho$ is the unscreened free charge. Hence the energy scales as $1/\varepsilon$.

In the periodic cell the free charge is $\rho-q/\Omega$. The background contributes $-(q/2\Omega)\int\phi=0$ since the mean potential vanishes, so the same formula holds with the localized $\rho$.

**Q.** Then what distinguishes the periodic potential from the isolated one, near the charge?

**A.** Take a unit point charge in vacuum first. Its periodic potential $\psi$ has zero mean and satisfies

$$\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{L^3}.$$

Write $\psi=1/r+w$. Near the origin $w$ is smooth, with $\nabla^2w=4\pi/L^3$. Inversion removes odd powers from its Taylor series. Cubic symmetry makes the second-derivative matrix a multiple of the unit matrix, so the quadratic term is $br^2$. Its Laplacian is $6b$, giving $b=2\pi/(3L^3)$.

The constant follows by scaling: $\psi_L(\mathbf r)=\psi_1(\mathbf r/L)/L$, so $w(0)$ is a pure number divided by $L$. Call it $-\alpha/L$. Then

$$\psi(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).$$

**Q.** You have named the constant, not found it. The sum over images diverges without the background, and with it the result depends on how the terms are grouped; why should it have one value?

**A.** The zero-mean condition fixes it. Set $L=1$. Around each point charge subtract and add a Gaussian charge of density $(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$, whose potential is $\operatorname{erf}(\eta r)/r$. The point-minus-Gaussian part has potential $\operatorname{erfc}(\eta r)/r$ and is summed in real space. The Gaussian part is summed in reciprocal space:

$$\psi_1=\sum_{\mathbf n}\frac{\operatorname{erfc}(\eta|\mathbf r+\mathbf n|)}{|\mathbf r+\mathbf n|}
+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2}.$$

The last term removes the mean of the first sum, $4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\pi/\eta^2$. At the charge, $\operatorname{erfc}(\eta r)/r-1/r\to-2\eta/\sqrt\pi$. Choose $\eta=\sqrt\pi$ and $\mathbf G=2\pi\mathbf m$:

$$\alpha=3-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}-\sum_{\mathbf m\ne0}\frac{e^{-\pi m^2}}{\pi m^2}=2.8373 .$$

Both sums converge rapidly.

**Q.** I would sum neutral cubes, each a point charge with its share of background. That gives $-2.3137$ at the central charge.

**A.** That is the limit for larger and larger cubic clusters, but its mean potential is not zero. Let $c=\delta(\mathbf r)-1$ inside the unit cube be the charge of one cell. Cubic symmetry removes its dipole and traceless quadrupole, so its potential decays fast enough to integrate. Averaging the sum over all cells equals integrating one cell's potential over all space. This is the small-$k$ limit of $4\pi c(\mathbf k)/k^2$, where $c(\mathbf k)\to-(k^2/6)\int c\,r^2$:

$$\langle\phi\rangle=-\frac{2\pi}{3}\int c\,r^2d^3r=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}=0.5236 .$$

Here $\int r^2=3/12=1/4$ over the cube. Subtracting the mean gives $-2.3137-0.5236=-2.8373=-\alpha$. The two sums differ in their potential reference.

**Q.** Now put in a charge of finite size. Doesn't its self-energy spoil the result?

**A.** It cancels. By linearity $\phi(\mathbf r)=\varepsilon^{-1}\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')d^3r'$. With $s=|\mathbf r-\mathbf r'|$ small compared with $L$,

$$U_{\rm per}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\left[\frac1s-\frac\alpha L+\frac{2\pi s^2}{3L^3}+\cdots\right]d^3r\,d^3r'.$$

The first term is the entire isolated energy $U_{\rm iso}$, self-energy included. The second is $-\alpha q^2/(2\varepsilon L)$, because $\iint\rho\rho'=q^2$. Therefore

$$\boxed{U_{\rm iso}=U_{\rm per}+\frac{\alpha q^2}{2\varepsilon L}+O(L^{-3})}$$

This is the leading Makov–Payne correction. It is positive for either sign of $q$: attraction to the compensating background makes the periodic energy too low. The factor $1/2$ appears because the images are created together with the charge. Setting $\varepsilon=1$ gives the vacuum case, and a larger $\varepsilon$ weakens the effect.

**Q.** What does the next term do?

**A.** For a rigid charge in this continuum it is explicit. Let $\mathbf p=\int\rho\mathbf r$ and $Q=\int\rho r^2$. Since $s^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$,

$$\iint\rho\rho's^2=2qQ-2p^2,$$

and hence

$$U_{\rm iso}-U_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi(qQ-p^2)}{3\varepsilon L^3}+O(L^{-5}).$$

Moving the origin by $\mathbf a$ changes $qQ$ by $-2q\mathbf a\cdot\mathbf p+q^2a^2$, and $p^2$ by the same amount, so the difference is unaffected.

Take Gaussian charges $+1.5e$ and $-0.5e$ in vacuum, with profiles $e^{-r^2/2\sigma^2}$, $\sigma=1$ Å, and centres 1.5 Å apart. About the first centre, in units of $e$ and Å, $Q=1.5(3)-0.5(3+1.5^2)=1.875$ and $p=-0.75$, so $qQ-p^2=1.3125$. The isolated energy has a closed form in error functions; the periodic one is a reciprocal-space sum. For $L=12$ Å the difference is 1.6801 eV. The expansion gives $1.7023-0.0229=1.6794$ eV, leaving 0.0007 eV. At $L=24$ Å the remainder is smaller by a factor of 32, as a fifth power requires.

**Q.** In a calculation I have the total density, including the screening charge. May I take $Q$ from that?

**A.** Not in this formula, where $Q$ belongs to the free charge. In the periodic medium the bound charge is

$$\rho_b=-\nabla\cdot\mathbf P=\chi\nabla^2\phi=-\left(1-\frac1\varepsilon\right)\left(\rho-\frac q{L^3}\right),$$

using $4\pi\chi=\varepsilon-1$. Besides the screening charge at the defect, it has a uniform part $(1-1/\varepsilon)q/L^3$, the response to the background. The second moment of that part over the cell is

$$\left(1-\frac1\varepsilon\right)\frac q{L^3}\,\frac{L^5}{4}=\left(1-\frac1\varepsilon\right)\frac{qL^2}{4}.$$

It grows as $L^2$. An apparent $L^{-3}$ term built from it is really of order $1/L$ and would be mixed up with the leading term.

A similar warning applies if the free charge is delocalized. In the extreme case $\rho=q/L^3$ throughout the cell, it cancels the background and $U_{\rm per}=0$ at every $L$. The expansion in $s/L$ is then meaningless, and so is the correction.

**Q.** A crystal is made of atoms. Near the defect the field varies from site to site, so a macroscopic $\varepsilon$ has no meaning there. Why should it control the answer?

**A.** The $1/L$ term comes from long wavelengths. Consider a simple cubic lattice of $N_s$ points, volume $v$ each, with polarizability $a$. The charge sits at a body-centre interstitial. At wavevector $\mathbf k$ the induced dipoles obey

$$\left[\frac1a-T(\mathbf k)\right]\mathbf p(\mathbf k)=\mathbf E_0(\mathbf k),$$

where $\mathbf E_0$ is the field of the charge at the sites and $T$ gives the field of all other dipoles. The energy is the bare array's $-\alpha q^2/(2L)$ plus $-\frac12\sum\mathbf p\cdot\mathbf E_0$, with the cost of polarizing the points included.

For small $k$, $\mathbf E_0\to-4\pi iq\mathbf k/(vk^2)$. The dipole tensor has the long-range part $-(4\pi/v)\hat{\mathbf k}\hat{\mathbf k}$ plus a constant multiple of the unit matrix, by cubic symmetry. Its trace is zero, because $\nabla^2(1/R)=0$ away from the source. The constant is therefore $4\pi/(3v)$, the Lorentz local field. Along $\mathbf k$ the bracket becomes $1/a+8\pi/(3v)$.

Next relate $a$ to $\varepsilon$. In a macroscopic field $E$, $vP=a(E+4\pi P/3)$. With $x=4\pi a/(3v)$ this gives $\varepsilon-1=4\pi P/E=3x/(1-x)$, hence the Clausius–Mossotti relation $x=(\varepsilon-1)/(\varepsilon+2)$. Then

$$\frac1a+\frac{8\pi}{3v}=\frac{4\pi}{3v}\left(\frac1x+2\right)=\frac{4\pi}{v}\,\frac{\varepsilon}{\varepsilon-1}.$$

Since $\sum\mathbf p\cdot\mathbf E_0=N_s^{-1}\sum_{\mathbf k}\mathbf p^*\cdot\mathbf E_0$ and $\Omega=N_sv$, the singular part of the polarization energy at each $\mathbf k$ is

$$-\frac1{2N_s}\,\frac{16\pi^2q^2}{v^2k^2}\,\frac{v(\varepsilon-1)}{4\pi\varepsilon}
=-\frac1{2\Omega}\,\frac{4\pi q^2}{k^2}\left(1-\frac1\varepsilon\right).$$

Adding the bare term $4\pi q^2/(2\Omega k^2)$ leaves $4\pi q^2/(2\Omega\varepsilon k^2)$, the continuum expression. Its size dependence is the one already derived. The argument needs the unpolarized lattice to be stable, with $1/a-T(\mathbf k)$ positive throughout the zone. For the simple cubic lattice the largest eigenvalue of $T$ is $5.35/v$, which limits this model to $\varepsilon$ below about 11.8.

**Q.** And everything you dropped?

**A.** It is bounded as $k\to0$, though it may depend on direction. By inversion symmetry about the charge, the corrections to $\mathbf E_0$ are of order $k$ and those to $T$ of order $k^2$, while the leading energy term is of order $1/k^2$. Replacing its wavevector sum by the infinite-crystal integral makes two errors. The missing point $\mathbf k=0$ contributes a term of order $1/\Omega$. The directional dependence corresponds in real space to a tail $R^{-3}$ with zero angular average, and its sum over images also scales as $L^{-3}$. So atomic detail enters at $L^{-3}$, with a coefficient that depends on host and site, and not at $1/L$.

**Q.** Show me sizes at which this matters.

**A.** Take a spacing of 2.5 Å, $q=e$ and $\varepsilon=6$. Then $x=5/8$ and $a=2.3314$ Å$^3$. These are model parameters, not a particular material. The dipole equations are solved at every wavevector of the supercell, with Ewald sums for $\mathbf E_0$ and $T$. No macroscopic screening is inserted; $\varepsilon$ enters through $a$. The correction at $L=10$ Å is

$$\frac{14.39965\times2.837297}{2\times6\times10}=0.3405\ {\rm eV}.$$

The infinite-cell energy, $-4.9829$ eV, is the intercept of a fit with terms $1$, $L^{-1}$, $L^{-3}$ and $L^{-5}$ to cells of 80, 100, 160 and 200 Å. It leaves out the point charge's own self-energy. Errors are relative to this intercept.

| $L$ (Å) | $E_{\rm per}$ (eV) | error before (eV) | error after (eV) |
|---:|---:|---:|---:|
| 10 | −5.2629 | −0.2799 | +0.0605 |
| 20 | −5.1439 | −0.1610 | +0.0093 |
| 40 | −5.0671 | −0.0842 | +0.0009 |
| 80 | −5.0254 | −0.0425 | +0.0001 |

**Q.** At 10 Å you overshoot.

**A.** Yes. The remaining error is 22% of the original one, with opposite sign. At 20 Å it is 6%, and at 40 Å about 1%. The leading term fixes the approach to the limit; it does not promise a given accuracy in a small cell.

Nor is the remainder a pure $L^{-3}$ law at these sizes. From 10 to 20 Å it falls by a factor of 6.5, and from 20 to 40 Å by 10, instead of 8. In large cells the power emerges: differences of corrected energies between 80 and 160 Å, and between 100 and 200 Å, give an exponent of 3.04.

**Q.** Perhaps the agreement comes from adding your own formula.

**A.** The fit leaves the $1/L$ coefficient free. It returns 3.40467 eV Å, and $\alpha q^2/(2\varepsilon)$ is 3.40467 eV Å. For $\varepsilon=3$ both are 6.80935 eV Å. Halving $\varepsilon$ doubles the coefficient, as one factor $1/\varepsilon$ requires.

The same fit to cells of 20, 30, 40 and 50 Å gives 3.41440 eV Å for $\varepsilon=6$, about 0.3% too large. For $\varepsilon=3$ the excess is about 0.015%. An extrapolation from small cells can thus put part of the higher-order size dependence into its $1/L$ coefficient. These fits do not show why the excess is larger at $\varepsilon=6$.

**Q.** What if I forget the screening, or the charge is $2e$?

**A.** Without screening the correction at 10 Å is 2.0428 eV for $q=e$. Added to an error of $-0.2799$ eV, it leaves $+1.76$ eV, far worse than no correction. For $q=2e$ with $\varepsilon=6$, the factor $q^2=4$ gives 1.3619 eV.

**Q.** Which dielectric constant do I use, the electronic or the static one?

**A.** The one whose degrees of freedom respond in the calculation. The minimization over $\mathbf P$ covers whatever is allowed to relax. With clamped nuclei that is the electrons, so $\varepsilon$ is the electronic constant. If the nuclei relax around the charge, their polarization belongs in $\mathbf P$ too, and $\varepsilon$ is the static constant. For a transition at fixed nuclei that starts from a relaxed charged state, the ionic polarization is frozen at its earlier value. In general, one formula with one $\varepsilon$ then does not describe the final state.

**Q.** Does this complete the defect formation energy?

**A.** No. Making a charged defect exchanges electrons with a reservoir, whose energy is measured from some potential reference. If the reference in the defect cell is displaced by $\Delta V$ from that of the host, the formation energy changes by a term of magnitude $|q\Delta V|$. This alignment must be treated separately, and consistently with the zero-mean convention. My lattice model exchanges no electrons and needs no such term.

The other conditions are visible in the derivation. The cubic cell fixes the value of $\alpha$; another shape needs its own constant. An anisotropic $\varepsilon$ changes the Green function itself. Free carriers cut off the $1/k^2$ interaction at wavelengths longer than their screening length, so the $1/L$ law fails once $L$ exceeds that length; in cells much smaller than it, the $1/L$ term remains. Finally, the charge must be bound within a region small compared with $L$, and the response must be linear at long range. When these conditions hold, the leading size error is that of a point charge $q$ whose interaction with its images and background is reduced by $\varepsilon$.
